# Projected energy in FCIQMC: ratio of means, blocking and bias

## Question

I am running a small FCIQMC calculation and storing two numbers at every time step: the reference population $N_0$, and the sum $\sum_{j\ne0}H_{0j}N_j$ over the other determinants. Their quotient, added to $H_{00}$, should give the projected energy.

If I form the quotient at every step and average it, I get 2.501 eV. If I average the two series first and divide once, I get 2.521 eV. Treating the steps as independent, I find an error of about 1.5 meV, so the 20 meV disagreement looks serious. But successive steps are clearly correlated, and so are the two series.

Which average should I use, how do I obtain an honest error bar for it, and would a longer run make the two answers agree?

## Answer

Divide the means. The average of step-by-step quotients has an offset that a longer run does not remove, except under a special condition given below. The error bar needs blocking, to deal with correlation in time, and the covariance between numerator and denominator.

### What is being estimated

Let $N_i(t)$ be the signed walker population on determinant $i$, and define

$$A_t=\sum_{j\neq0}H_{0j}N_j(t),\qquad B_t=N_0(t).$$

For an eigenvector with coefficients $c_i$, the reference row of $Hc=Ec$ reads $H_{00}c_0+\sum_{j\ne0}H_{0j}c_j=Ec_0$. Dividing by $c_0$ gives

$$E=H_{00}+\sum_{j\neq0}H_{0j}\frac{c_j}{c_0}.$$

In FCIQMC the *mean* populations represent the coefficients, up to a population-control bias treated at the end. A single snapshot is a noisy integer vector. With $\mu_A,\mu_B$ the means of $A_t,B_t$, the target and its estimator are therefore

$$E=H_{00}+R,\qquad R=\frac{\mu_A}{\mu_B},\qquad \hat R=\frac{\bar A}{\bar B},$$

where bars denote averages over the $n$ recorded steps. I assume that the run has equilibrated, that correlations die out in a time much shorter than the run, and that $B_t$ stays positive. If $N_0$ reaches zero, the quotient at that step is undefined, while $\hat R$ still exists.

### Why the average quotient is offset

Write $r_t=A_t/B_t$. Since $A_t=r_tB_t$,

$$\mu_A=\mathrm E[rB]=\mathrm E[r]\,\mu_B+\mathrm{cov}(r,B).$$

Dividing by $\mu_B$ and rearranging,

$$\mathrm E[r]-R=-\frac{\mathrm{cov}(A/B,\,B)}{\mu_B}.\tag{1}$$

The run length does not appear. More data determine $\mathrm E[r]$ more precisely, but $\mathrm E[r]$ is not $R$.

Another way to see this is to write $\hat R=\sum_tB_tr_t/\sum_tB_t$. The ratio of means weights each quotient by its reference population. The plain average gives moments of small $N_0$ the same weight as moments of large $N_0$, which matters if the quotient tends to differ between them.

The offset vanishes if and only if $\mathrm{cov}(A/B,B)=0$. A sufficient condition is $\mathrm E[A|B]=RB$, because then $\mathrm E[A/B]=\mathrm E\big[\mathrm E[A|B]/B\big]=R$. In particular, if the whole population grew and shrank with fixed composition, $A_t=RB_t$ would hold at each step and there would be no offset. Fluctuations of composition are needed to produce one.

### The size of the offset, and the bias of the ratio of means

One calculation covers both estimators. Cut the run into segments of length $\ell$, and let $A_\ell=\mu_A+\alpha$ and $B_\ell=\mu_B+\beta$ be the means over one segment. Using $\mu_A=R\mu_B$,

$$\frac{A_\ell}{B_\ell}-R=\frac{\mu_A+\alpha-R\mu_B-R\beta}{\mu_B+\beta}=\frac{\alpha-R\beta}{\mu_B+\beta}.\tag{2}$$

For $|\beta|\ll\mu_B$, replace $1/(\mu_B+\beta)$ by $(1-\beta/\mu_B)/\mu_B$. The terms linear in $\alpha$ and $\beta$ average to zero, which leaves, to second order,

$$\mathrm E\!\left[\frac{A_\ell}{B_\ell}\right]-R\simeq\frac{R\,\mathrm{var}(B_\ell)-\mathrm{cov}(A_\ell,B_\ell)}{\mu_B^2}.\tag{3}$$

For $\ell=1$ this is the offset of the average quotient, with single-step variances. For $\ell=n$ it is the bias of $\hat R$ itself. Variances of means over times much longer than the correlation time fall as $1/\ell$, so the bias of $\hat R$ falls as $1/n$. Its statistical error falls more slowly, as $1/\sqrt n$, and dominates in a long run. Averaging quotients of segment means is an intermediate case: its offset is set by the segment length, not by the number of segments.

### The error of the ratio of means

Take $\ell=n$ in (2) and keep the leading term:

$$\hat R-R\simeq\frac{\alpha-R\beta}{\mu_B}.$$

Squaring and averaging gives

$$\mathrm{var}(\hat R)\simeq\frac{\mathrm{var}(\bar A)+R^2\,\mathrm{var}(\bar B)-2R\,\mathrm{cov}(\bar A,\bar B)}{\mu_B^2}.\tag{4}$$

In practice $R$ and $\mu_B$ are replaced by $\hat R$ and $\bar B$. The variances and the covariance are those of the *means*, so correlation in time enters all three.

For a stationary series $x_t$ with autocovariance $\gamma_t=\mathrm{cov}(x_i,x_{i+t})$,

$$\mathrm{var}(\bar x)=\frac1{n^2}\sum_{i,j}\gamma_{|i-j|}=\frac1n\left[\gamma_0+2\sum_{t=1}^{n-1}\left(1-\frac tn\right)\gamma_t\right],\tag{5}$$

because a separation $t>0$ occurs in $2(n-t)$ ordered pairs. Treating the steps as independent keeps $\gamma_0/n$ alone.

### Flyvbjerg–Petersen blocking

Replace neighbouring pairs by their averages, $x'_i=(x_{2i-1}+x_{2i})/2$. For an even number of entries the overall mean is unchanged, so its variance is unchanged too. Multiplying out the products of pair averages gives the new autocovariances:

$$\gamma'_0=\frac{\gamma_0+\gamma_1}{2},\qquad \gamma'_t=\frac{\gamma_{2t-1}+2\gamma_{2t}+\gamma_{2t+1}}{4}\quad(t\ge1).$$

Repeat this until the block length $b$ is much longer than the correlation time. The $m=n/b$ block means are then nearly uncorrelated, and the usual formulas for independent data apply:

$$\mathrm{var}(\bar A)\approx\frac{\sum_i(\delta A_i)^2}{m(m-1)},\qquad \mathrm{cov}(\bar A,\bar B)\approx\frac{\sum_i\delta A_i\,\delta B_i}{m(m-1)},$$

where $\delta$ denotes the deviation of a block mean from the overall mean; $\mathrm{var}(\bar B)$ is analogous.

Use the same blocks for all three terms. Their combination in (4) is then

$$\frac{1}{\bar B^2}\,\frac{\sum_i(\delta A_i-\hat R\,\delta B_i)^2}{m(m-1)},$$

which cannot be negative. It is also the blocked variance of the single series $(A_t-\hat RB_t)/\bar B$, so one block length has to be chosen, not three.

### Choosing the block length

Short blocks leave correlation behind, and long blocks leave few data. To balance the two, model the autocovariance of that single series as $\gamma_t=\gamma_0\rho^t$ with $\rho=e^{-1/T_c}$ and $1\ll T_c\ll b\ll n$. Equation (5), applied to one block, gives

$$\mathrm{var}(x_b)\simeq\frac{\gamma_0}{b}\left[s-\frac2b\sum_{t\ge1}t\rho^t\right],\qquad s=1+2\sum_{t\ge1}\rho^t=\frac{1+\rho}{1-\rho}\simeq2T_c.$$

Since $\sum_t t\rho^t=\rho/(1-\rho)^2\simeq T_c^2$, the variance is too small by the fraction $(2T_c^2/b)/(2T_c)=T_c/b$. The error bar, being a square root, is too small by the fraction $T_c/(2b)$.

For roughly Gaussian block means, the variance estimate has relative uncertainty $\sqrt{2/(m-1)}$. The error bar has half of that, $1/\sqrt{2(m-1)}\simeq\sqrt{b/(2n)}$. I require the systematic part to be less than a quarter of the statistical part:

$$\frac{T_c}{2b}<\frac14\sqrt{\frac{b}{2n}}\;\Rightarrow\;\frac{T_c^2}{4b^2}<\frac{b}{32n}\;\Rightarrow\;b^3>8nT_c^2=2ns^2.\tag{6}$$

Here $s$ is estimated as the ratio of the blocked variance of $\hat R$ to its unblocked value. The factor one quarter is a choice. Inspect the plateau as well, since real correlations need not be a single exponential.

### A worked case

Take two electron pairs in four levels at 1, 2, 3 and 4 eV, with pairing strength $g=1$ eV. There are six determinants. The diagonal element is twice the sum of the occupied level energies minus $2g$, and two determinants that share one occupied level are coupled by $-g$. With the lowest two levels occupied in the reference, $H_{00}=2(1+2)-2=4$ eV. Diagonalization gives the ground energy of this model, $E_0=2.5103$ eV.

The time step is $\delta\tau=10$ as, so $k=\delta\tau/\hbar=0.01519\ \mathrm{eV}^{-1}$. Integer walkers spawn, die and clone under the shift

$$S=H_{00}-\frac{\zeta}{k}\ln\frac{N_{\rm tot}}{30},\qquad \zeta=0.02,$$

where $N_{\rm tot}$ is the total number of walkers. All couplings are negative, so the spawning amplitude $-kH_{ij}$ is positive and every child has the sign of its parent; starting from positive walkers, all walkers stay positive. The population is deliberately small: 92 walkers on average, with 35 on the reference. In the recorded data $N_0$ never fell below 13, so every quotient is defined.

One series of $n=32768$ steps gives these errors of $\hat R$ from (4):

| Block length | Blocks | Error (meV) | Uncertainty of error (meV) |
|---:|---:|---:|---:|
| 1 | 32768 | 1.49 | 0.01 |
| 16 | 2048 | 5.07 | 0.08 |
| 64 | 512 | 7.28 | 0.23 |
| 256 | 128 | 8.6 | 0.5 |
| 512 | 64 | 8.9 | 0.8 |
| 1024 | 32 | 8.8 | 1.1 |

The last column uses $1/\sqrt{2(m-1)}$, which assumes independent blocks, so it holds only once $b$ is well above the correlation time. For short blocks it is too small: at $b=1$, for Gaussian data with exponential correlation, the variance of the variance estimate grows by $\sum_t\rho^{2|t|}\simeq T_c$, so that entry is low by a factor of roughly $\sqrt{T_c}\approx4$. The first row, which treats the steps as independent, matches the 1.5 meV in your question. The error rises to a plateau near 9 meV. At $b=512$ the variance ratio is $s=35.4$, and (6) is satisfied: $b^3=1.34\times10^8$ exceeds $2ns^2=8.2\times10^7$. At $b=256$, $b^3=1.7\times10^7$ is too small.

At the chosen level,

$$\bar A=-51.07\pm0.39\ \text{eV},\quad \bar B=34.53\pm0.26,\quad \mathrm{cov}(\bar A,\bar B)=-0.0691\ \text{eV},$$

so $\hat R=-1.4790$ eV. With unrounded errors 0.3926 eV and 0.2565, the three terms in the numerator of (4), in eV$^2$, are

$$0.3926^2=0.1541,\qquad(1.4790\times0.2565)^2=0.1439,$$

$$-2(-1.4790)(-0.06914)=-0.2045.$$

Their sum is 0.0935. Dividing by $34.53^2=1192$ and taking the square root gives 0.0089 eV. Hence

$$E=2.521\pm0.009\ \text{eV}=(4.04\pm0.01)\times10^{-19}\ \text{J}.$$

Here $\hat R$ and the covariance are both negative, so the covariance term reduces the error. Without it the error would be 15.8 meV. With a covariance of the opposite sign, leaving it out would make the error too small.

Equation (3) with $\ell=n$ estimates the bias of $\hat R$ itself:

$$\frac{-1.4790\times0.2565^2+0.06914}{1192}\ \text{eV}\approx-0.02\ \text{meV},$$

which is negligible beside 9 meV.

### What independent repetitions show

In this one series the average quotient gives 2.501 eV, about 10 meV below $E_0$, while the ratio of means lies about 11 meV above it. Closeness to $E_0$ in a single run therefore cannot decide between them. Sixty-four independent series can.

The values of $\hat R$ from these series scatter with a standard deviation of 7.2 meV, itself uncertain by about 9%. The root-mean-square error estimates are:

- 8.3 meV with blocking and covariance;
- 1.5 meV with covariance but no blocking;
- 17.1 meV with blocking but no covariance.

The full estimate is 16% above the observed scatter, a little under two of the scatter's own standard errors. Measured against the same scatter, the unblocked estimate is too small by a factor of 4.8 and the one without covariance too large by a factor of 2.4; measured against the blocked 8.3 meV, the factors are 5.6 and 2.1. Given the uncertainty of the scatter, only the rough sizes, about five to six and about two, are established.

The table below gives the offset of averaged segment quotients, relative to $\hat R$ of the same series and averaged over all series. The last column is (3), evaluated with the variances and covariances of the segment means about the averages of their own series.

| Segment length | Offset (meV) | Equation (3) (meV) |
|---:|---:|---:|
| 1 | $-19.1\pm0.2$ | $-18.3$ |
| 16 | $-14.6\pm0.2$ | $-14.1$ |
| 64 | $-8.3\pm0.2$ | $-8.0$ |
| 256 | $-2.8\pm0.1$ | $-2.8$ |
| 1024 | $-0.67\pm0.05$ | $-0.68$ |

The single-step offset is about twice the error bar of one series. By (1), its negative sign means that $\mathrm{cov}(A/B,B)>0$: the quotient tends to be more negative when $N_0$ is small. The second-order formula gives most of the offset, and the neglected higher orders account for the remaining 4% at $\ell=1$.

To answer your last question, runs of a quarter of the length give an offset of $-19.1\pm0.4$ meV, the same within error. A longer run shrinks the error bar around the wrong value. Longer *segments* do reduce the offset, and one segment covering the whole run is the ratio of means.

### A separate bias that division cannot cure

The ratio of means estimates $\mu_A/\mu_B$ correctly in a long run, but $H_{00}+\mu_A/\mu_B$ need not equal $E_0$ at finite population. Given the current populations, the mean result of one step is

$$\mathrm E[N_i(t+1)\,|\,N(t)]=N_i-k\sum_j(H_{ij}-S\delta_{ij})N_j.$$

In a stationary run the average of $N_i$ does not change. Averaging both sides, with $\mu_i=\mathrm E[N_i]$, therefore gives

$$\sum_jH_{ij}\mu_j=\mathrm E[SN_i].$$

The row $i=0$ reads $H_{00}\mu_0+\mu_A=\mathrm E[SN_0]$. Multiplying instead by the components of the real ground vector $v$, summing over $i$ and using $v^TH=E_0v^T$ gives $E_0\,v\cdot\mu=\mathrm E[S\,v\cdot N]$. Divide each relation by its population and subtract:

$$H_{00}+R-E_0=\frac{\mathrm E[SN_0]}{\mu_0}-\frac{\mathrm E[S\,v\cdot N]}{v\cdot\mu}.\tag{7}$$

If the shift were uncorrelated with the populations, both fractions would equal the mean shift and the difference would vanish. The shift responds to the populations, however, so a bias can remain.

Over the 64 series the left side of (7) is $5.6\pm0.9$ meV and the right side is $3.99\pm0.05$ meV. They differ by $1.6\pm0.9$ meV, or 1.8 standard errors, which is compatible with (7) but not a sharp confirmation. This bias is below the 9 meV error of one series, yet it would become visible in a much longer run at the same population. The blocked error bar does not include it.

Report the ratio of means, 2.521 eV, with the error obtained by blocking your own two series as above; for the worked series, which reproduces your three numbers, that error is 9 meV. Treat population control as a separate systematic error. The numerical check below contains the complete blocking table and the comparisons between series.

## Values computed for the example and the checks

```
level spacing, pairing strength: 1.0, 1.0 eV
determinants, connections each: 6, 4
time step: 10.0 as; k = 0.015193 1/eV
shift damping: 0.02; onset population: 30 walkers
replicas, recorded steps, burn-in: 64, 32768, 1000
H00 = 4.0000 eV; exact E0 = 2.510348 eV
mean total population, all series: 92.22 walkers
mean and minimum N0, all series: 34.93, 13
relative std of N0, all series: 0.1619
SERIES 1: block length, blocks, error of R (meV), its uncertainty (meV)
      1  32768    1.489   0.006
      2  16384    2.072   0.011
      4   8192    2.860   0.022
      8   4096    3.877   0.043
     16   2048    5.071   0.079
     32   1024    6.275   0.139
     64    512    7.279   0.228
    128    256    8.103   0.359
    256    128    8.611   0.540
    512     64    8.859   0.789
   1024     32    8.800   1.118
   2048     16    8.494   1.551
series 1 chosen block length: 512
series 1 variance ratio s: 35.38
series 1 b^3 and 2 n s^2: 1.3422e+08, 8.2018e+07
series 1 mean A: -51.0715 +- 0.3926 eV
series 1 mean B: 34.5303 +- 0.2565 walkers
series 1 cov of means: -0.06914 eV; correlation -0.6865
series 1 R: -1.47903 +- 0.00886 eV
series 1 error without covariance: 0.01581 eV
series 1 energy H00+R: 2.52097 +- 0.00886 eV
  in joules: 4.03904e-19 +- 1.4e-21 J
series 1 H00 + mean(A/B): 2.50062 eV
ALL SERIES spread of R: 7.166 meV
rms blocked error: 8.309 meV
rms error, no blocking: 1.490 meV
rms error, no covariance: 17.144 meV
segment length, offset of mean ratio, its error, second order (meV)
      1   -19.134   0.198   -18.278
     16   -14.623   0.192   -14.054
     64    -8.252   0.167    -8.034
    256    -2.774   0.113    -2.756
   1024    -0.670   0.053    -0.676
offset, quarter-length runs: -19.051 +- 0.351 meV
mean H00+R minus E0: 5.617 +- 0.896 meV
same from shift covariance: 3.988 +- 0.053 meV
difference of the two: 1.629 +- 0.896 meV
variance deficit, T_c=20, b=256: 0.07809; T_c/b = 0.07812
table offsets, A~B and A indep.: 2.2e-16, -0.1250 eV
```
